# Direct RPA plus SOSEX for a closed-shell electron pair: a numerical check

```python
"""
Result under test: for two electrons in one closed-shell spatial orbital,
    E_c(dRPA) + E(SOSEX) = E_c(dRPA) / 2.

Symbols (hartree atomic units, real orbitals):
  i, j occupied and a, b virtual spin orbitals
  gaps      orbital energy differences e_a - e_i
  V         direct integrals (ia|jb);  K  exchanged integrals (ib|ja)
  T         ring amplitudes Y X^-1 of the direct RPA eigenproblem
  dRPA      (1/2) sum V T;  SOSEX = -(1/2) sum K T
  delta, v  spatial gaps e_a - e_1 and integrals (1a|1b)
The left side uses all spin-orbital pairs, including spin flips.
The right side uses only spatial quantities.
"""
import numpy as np
from scipy.constants import physical_constants
from pyscf import gto, scf, dft, mp, fci

HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def make_molecule(atoms, basis, spin=0):
    return gto.M(atom=atoms, basis=basis, spin=spin, verbose=0)


def run_scf(method):
    method.conv_tol = 1e-12
    method.kernel()
    assert method.converged
    return method


def spin_orbital_data(mf):
    """Gaps, V and K over all occupied-virtual spin-orbital pairs."""
    coeff, energy, occ = mf.mo_coeff, mf.mo_energy, mf.mo_occ
    if np.ndim(energy) == 1:
        coeff, energy = [coeff, coeff], [energy, energy]
        occ = [occ / 2, occ / 2]
    c_all = np.hstack([coeff[0], coeff[1]])
    e_all = np.concatenate([energy[0], energy[1]])
    filled = np.concatenate([occ[0], occ[1]]) > 0.5
    spin = np.repeat([0, 1], [len(energy[0]), len(energy[1])])
    c_occ, c_vir = c_all[:, filled], c_all[:, ~filled]
    eri = mf.mol.intor("int2e")
    g = np.einsum("pqrs,pi,qa,rj,sb->iajb", eri, c_occ, c_vir,
                  c_occ, c_vir, optimize=True)
    same = (spin[filled][:, None] == spin[~filled][None, :]).astype(float)
    g = g * same[:, :, None, None] * same[None, None, :, :]
    n_pair = same.size
    gaps = (e_all[~filled][None, :] - e_all[filled][:, None]).ravel()
    V = g.reshape(n_pair, n_pair)
    K = g.transpose(0, 3, 2, 1).reshape(n_pair, n_pair)
    return gaps, V, K, spin[filled], spin[~filled]


def solve_rpa(gaps, V):
    """Positive RPA frequencies with X+Y and X-Y."""
    assert gaps.min() > 0
    root = np.sqrt(gaps)
    matrix = np.diag(gaps**2) + 2 * root[:, None] * V * root[None, :]
    omega2, Z = np.linalg.eigh(matrix)
    assert omega2.min() > 0
    omega = np.sqrt(omega2)
    x_plus_y = root[:, None] * Z / np.sqrt(omega)
    x_minus_y = Z * np.sqrt(omega) / root[:, None]
    return omega, x_plus_y, x_minus_y


def ring_amplitudes(gaps, V):
    omega, plus, minus = solve_rpa(gaps, V)
    X, Y = (plus + minus) / 2, (plus - minus) / 2
    return omega, np.linalg.solve(X.T, Y.T).T


def energies(mf):
    """dRPA and SOSEX from their spin-orbital definitions."""
    gaps, V, K, s_occ, s_vir = spin_orbital_data(mf)
    omega, T = ring_amplitudes(gaps, V)
    A = np.diag(gaps) + V
    residual = V + A @ T + T @ A + T @ V @ T
    assert np.abs(residual).max() < 1e-8
    direct = 0.5 * np.sum(V * T)
    plasmon = 0.5 * (omega.sum() - np.trace(A))
    assert abs(direct - plasmon) < 1e-9
    sosex = -0.5 * np.sum(K * T)
    return direct, sosex, T, (gaps, V, K, s_occ, s_vir)


def coupling_energies(gaps, V, K, n_points=12):
    """Adiabatic-connection forms of dRPA and SOSEX."""
    nodes, weights = np.polynomial.legendre.leggauss(n_points)
    direct = exchange = 0.0
    for x, w in zip(nodes, weights):
        plus = solve_rpa(gaps, 0.5 * (x + 1) * V)[1]
        P = plus @ plus.T - np.eye(len(gaps))
        direct += 0.25 * w * np.sum(V * P)
        exchange -= 0.25 * w * np.sum(K * P)
    return direct, exchange


def spatial_data(mf):
    c, e = mf.mo_coeff, mf.mo_energy
    eri = mf.mol.intor("int2e")
    v = np.einsum("pqrs,p,qa,r,sb->ab", eri, c[:, 0], c[:, 1:],
                  c[:, 0], c[:, 1:], optimize=True)
    return e[1:] - e[0], v


def half_rpa_closed_form(delta, v):
    root = np.sqrt(delta)
    matrix = np.diag(delta**2) + 4 * root[:, None] * v * root[None, :]
    omega = np.sqrt(np.linalg.eigvalsh(matrix))
    return 0.25 * (omega.sum() - delta.sum() - 2 * np.trace(v))


def rpa_by_frequency(delta, v, n_points=120):
    """dRPA from the imaginary-frequency logarithm formula."""
    nodes, weights = np.polynomial.legendre.leggauss(n_points)
    total = 0.0
    for x, w in zip(nodes, weights):
        freq = 2 * (1 + x) / (1 - x)
        jacobian = 4 / (1 - x) ** 2
        f = np.sqrt(2 * delta / (delta**2 + freq**2))
        Q = f[:, None] * (2 * v) * f[None, :]
        logdet = np.linalg.slogdet(np.eye(len(delta)) + Q)[1]
        total += w * jacobian * (logdet - np.trace(Q))
    return total / (2 * np.pi)


def check_half(mf):
    """Identity for one closed-shell pair, by independent roads."""
    direct, sosex, T, data = energies(mf)
    delta, v = spatial_data(mf)
    assert direct < -1e-3
    assert abs(direct + sosex - half_rpa_closed_form(delta, v)) < 1e-9
    assert abs(direct - rpa_by_frequency(delta, v)) < 1e-7
    assert abs(direct + sosex - 0.5 * direct) < 1e-10
    return direct, sosex, T, data


# Helium in a series of bases, Hartree-Fock reference
print("HELIUM, Hartree-Fock reference, energies in hartree")
for basis in ["6-31g", "cc-pvdz", "cc-pvtz", "cc-pvqz"]:
    mf = run_scf(scf.RHF(make_molecule("He 0 0 0", basis)))
    direct, sosex, T, data = check_half(mf)
    gaps, V, K, s_occ, s_vir = data
    total = direct + sosex
    e_mp2 = mp.MP2(mf).kernel()[0]
    e_fci = fci.FCI(mf).kernel()[0] - mf.e_tot

    # four equal spin blocks, and no spin-flip amplitudes
    n = len(s_vir) // 2
    T4 = T.reshape(2, 2 * n, 2, 2 * n)
    up_up, up_down = T4[0, :n, 0, :n], T4[0, :n, 1, n:]
    down_down = T4[1, n:, 1, n:]
    assert np.abs(up_up - up_down).max() < 1e-9
    assert np.abs(up_up - down_down).max() < 1e-9
    assert np.abs(T4[0, n:]).max() < 1e-10
    assert np.abs(T4[1, :n]).max() < 1e-10

    # weak-coupling limit; averaging both signs removes the cubic term
    scale, second_order = 1e-3, 0.0
    for s in (scale, -scale):
        T_weak = ring_amplitudes(gaps, s * V)[1]
        second_order += 0.25 * s * np.sum((V - K) * T_weak) / scale**2
    # remaining error is of relative order scale**2
    assert abs(second_order - e_mp2) < 1e-6
    assert abs(total) < abs(e_mp2)

    print(f"{basis}: orbitals = {mf.mol.nao}, E_HF = {mf.e_tot:.6f}")
    print(f"  dRPA = {direct:.6f}, SOSEX = {sosex:.6f}")
    print(f"  RPA+SOSEX = {total:.6f}, ratio = {total / direct:.8f}")
    print(f"  MP2 = {e_mp2:.6f}, full CI = {e_fci:.6f}")

    if basis == "6-31g":
        delta, v = spatial_data(mf)
        assert len(delta) == 1
        d, w = delta[0], v[0, 0]
        omega = np.sqrt(d**2 + 4 * d * w)
        e_hand = 0.5 * (omega - d - 2 * w)
        t_hand = e_hand / (2 * w)
        assert abs(e_hand - direct) < 1e-10
        assert abs(t_hand - up_down[0, 0]) < 1e-9
        print(f"  orbital energies = {mf.mo_energy[0]:.6f}, "
              f"{mf.mo_energy[1]:.6f}")
        print(f"  gap delta = {d:.6f}, integral v = {w:.6f}")
        print(f"  Omega = {omega:.6f}, delta + 2v = {d + 2 * w:.6f}")
        print(f"  amplitude t = {t_hand:.6f} (no unit)")

# Largest basis: coupling-integral variant and comparison with full CI
ac_direct, ac_exchange = coupling_energies(gaps, V, K)
assert abs(ac_direct - direct) < 1e-8
assert abs(ac_exchange + 0.5 * direct) < 1e-8
assert abs(total) < abs(e_fci) < abs(direct)
print("HELIUM cc-pvqz, main results")
print(f"  dRPA = {direct * HARTREE_EV:.4f} eV")
print(f"  RPA+SOSEX = {total * HARTREE_EV:.4f} eV")
print(f"  full CI correlation = {e_fci * HARTREE_EV:.4f} eV")
print(f"  dRPA / full CI = {100 * direct / e_fci:.1f} percent")
print(f"  RPA+SOSEX / full CI = {100 * total / e_fci:.1f} percent")
print(f"  MP2 / full CI = {100 * e_mp2 / e_fci:.1f} percent")
print(f"  coupling-integral SOSEX = {ac_exchange:.6f} hartree")

# A Kohn-Sham reference obeys the same identity
ks = dft.RKS(make_molecule("He 0 0 0", "cc-pvtz"))
ks.xc = "pbe"
ks_direct, ks_sosex, _, _ = check_half(run_scf(ks))
print("HELIUM cc-pvtz, PBE orbitals and orbital energies")
print(f"  dRPA = {ks_direct:.6f} hartree")
print(f"  RPA+SOSEX = {ks_direct + ks_sosex:.6f} hartree")

# Restricted H2 at two distances
print("H2 cc-pvdz, restricted Hartree-Fock")
for distance in (0.74, 2.5):
    mol = make_molecule(f"H 0 0 0; H 0 0 {distance}", "cc-pvdz")
    h_direct, h_sosex, _, _ = check_half(run_scf(scf.RHF(mol)))
    print(f"  R = {distance:.2f} angstrom: dRPA = {h_direct:.6f}, "
          f"RPA+SOSEX = {h_direct + h_sosex:.6f} hartree")

# Spin-broken stretched H2: one electron per spin, but no closed shell
uhf = scf.UHF(mol)
guess = np.asarray(scf.RHF(mol).get_init_guess())
half = mol.nao // 2
start = np.zeros((2, mol.nao, mol.nao))
start[0, :half, :half] = guess[:half, :half]
start[1, half:, half:] = guess[half:, half:]
uhf.conv_tol = 1e-12
uhf.kernel(dm0=start)
assert uhf.converged
spin_squared = uhf.spin_square()[0]
assert spin_squared > 0.5
u_direct, u_sosex, u_T, u_data = energies(uhf)
_, u_V, _, u_so, u_sv = u_data
pair_spin = np.repeat(u_so, len(u_sv))
opposite = pair_spin[:, None] != pair_spin[None, :]
u_opposite = 0.5 * np.sum((u_V * u_T)[opposite])
u_total = u_direct + u_sosex
assert abs(u_total - u_opposite) < 1e-9
assert abs(u_total / u_direct - 0.5) > 0.05
print("H2 cc-pvdz, R = 2.50 angstrom, spin-broken determinant")
print(f"  <S^2> = {spin_squared:.4f} (no unit)")
print(f"  dRPA = {u_direct:.6f}, RPA+SOSEX = {u_total:.6f} hartree")
print(f"  ratio = {u_total / u_direct:.4f}")

# One electron: complete cancellation.  The class scf.uhf.UHF is called
# directly because scf.UHF would return a core-Hamiltonian shortcut whose
# empty orbitals do not feel the electron.
hydrogen_atom = make_molecule("H 0 0 0", "cc-pvdz", spin=1)
hydrogen = run_scf(scf.uhf.UHF(hydrogen_atom))
one_direct, one_sosex, _, one_data = energies(hydrogen)
assert one_direct < -1e-4
assert abs(one_direct + one_sosex) < 1e-10
print("HYDROGEN ATOM cc-pvdz, one electron")
print(f"  smallest gap, spin flips included = {one_data[0].min():.6f} hartree")
print(f"  dRPA = {one_direct:.6f}, SOSEX = {one_sosex:.6f} hartree")

# Ten electrons: the factor one half and the equality of variants fail
neon = run_scf(scf.RHF(make_molecule("Ne 0 0 0", "cc-pvdz")))
n_direct, n_sosex, _, n_data = energies(neon)
n_ac_direct, n_ac_exchange = coupling_energies(*n_data[:3])
n_ratio = (n_direct + n_sosex) / n_direct
assert abs(n_ac_direct - n_direct) < 1e-7
assert abs(n_ratio - 0.5) > 0.02
assert abs(n_ac_exchange - n_sosex) > 1e-6
print("NEON ATOM cc-pvdz, ten electrons, all correlated")
print(f"  dRPA = {n_direct:.6f}, SOSEX = {n_sosex:.6f} hartree")
print(f"  coupling-integral SOSEX = {n_ac_exchange:.6f} hartree")
print(f"  ratio (RPA+SOSEX)/dRPA = {n_ratio:.4f}")

print("finished without a failed check")
```

It prints:

```
HELIUM, Hartree-Fock reference, energies in hartree
6-31g: orbitals = 2, E_HF = -2.855160
  dRPA = -0.018845, SOSEX = 0.009423
  RPA+SOSEX = -0.009423, ratio = 0.50000000
  MP2 = -0.011200, full CI = -0.015002
  orbital energies = -0.914127, 1.399859
  gap delta = 2.313986, integral v = 0.227670
  Omega = 2.731636, delta + 2v = 2.769327
  amplitude t = -0.041387 (no unit)
cc-pvdz: orbitals = 5, E_HF = -2.855160
  dRPA = -0.045346, SOSEX = 0.022673
  RPA+SOSEX = -0.022673, ratio = 0.50000000
  MP2 = -0.025828, full CI = -0.032434
cc-pvtz: orbitals = 14, E_HF = -2.861153
  dRPA = -0.058966, SOSEX = 0.029483
  RPA+SOSEX = -0.029483, ratio = 0.50000000
  MP2 = -0.033138, full CI = -0.039079
cc-pvqz: orbitals = 30, E_HF = -2.861514
  dRPA = -0.063450, SOSEX = 0.031725
  RPA+SOSEX = -0.031725, ratio = 0.50000000
  MP2 = -0.035478, full CI = -0.040897
HELIUM cc-pvqz, main results
  dRPA = -1.7266 eV
  RPA+SOSEX = -0.8633 eV
  full CI correlation = -1.1129 eV
  dRPA / full CI = 155.1 percent
  RPA+SOSEX / full CI = 77.6 percent
  MP2 / full CI = 86.8 percent
  coupling-integral SOSEX = 0.031725 hartree
HELIUM cc-pvtz, PBE orbitals and orbital energies
  dRPA = -0.074761 hartree
  RPA+SOSEX = -0.037381 hartree
H2 cc-pvdz, restricted Hartree-Fock
  R = 0.74 angstrom: dRPA = -0.044813, RPA+SOSEX = -0.022406 hartree
  R = 2.50 angstrom: dRPA = -0.074413, RPA+SOSEX = -0.037206 hartree
H2 cc-pvdz, R = 2.50 angstrom, spin-broken determinant
  <S^2> = 0.9777 (no unit)
  dRPA = -0.019485, RPA+SOSEX = -0.000200 hartree
  ratio = 0.0103
HYDROGEN ATOM cc-pvdz, one electron
  smallest gap, spin flips included = 0.572626 hartree
  dRPA = -0.009613, SOSEX = 0.009613 hartree
NEON ATOM cc-pvdz, ten electrons, all correlated
  dRPA = -0.213591, SOSEX = 0.070277 hartree
  coupling-integral SOSEX = 0.070318 hartree
  ratio (RPA+SOSEX)/dRPA = 0.6710
finished without a failed check
```
